\section*{Unchanged Sheet Resistance Does Not Prove a Copper Barrier Intact}

\section{Ten trillion atoms, two readings}

A copper film 50 nm thick loses $10^{13}$ atoms from every square centimetre. Its calculated sheet resistance, 0.46 ohm per square, rises by 14 microohm. If the same atoms sit as singly charged ions, evenly spread, in a 100 nm layer of silicon dioxide, they shift the flat-band voltage of a capacitor made with that oxide by $-23$ V. The first change is hidden in the scatter of an ordinary reading; the second is enormous. Why do the two readings differ so much?

The question bears on a tempting inference. A barrier layer keeps copper out of the surrounding dielectric. The stack is annealed, its sheet resistance is measured before and after, and no change is found. It is then concluded that the barrier held. The example shows that the conclusion does not follow.

\subsection{What the film loses}

Copper is face-centred cubic, with four atoms in a cube whose edge is taken here as $a=0.3615$ nm. Its atomic density is
\begin{equation}
n=\frac{4}{a^3}=8.47\times10^{22}\ \mathrm{cm^{-3}} .
\end{equation}
A film of thickness $d=50\ \mathrm{nm}=5\times10^{-6}$ cm therefore holds $nd=4.23\times10^{17}$ atoms per square centimetre. Let $N$ atoms per unit area leave, and let the rest close up at unchanged density. The new thickness $d'$ obeys $nd'=nd-N$, so the fractional thinning is
\begin{equation}
x=\frac{d-d'}{d}=\frac{N}{nd}
=\frac{10^{13}}{4.23\times10^{17}}=2.4\times10^{-5}.
\label{eq:x}
\end{equation}
This is 24 parts per million (ppm), or 1.2 pm. No surface recedes evenly by so little. A close-packed (111) plane holds $4/(\sqrt3\,a^2)=1.77\times10^{15}$ atoms per square centimetre, so the loss is 0.57 \% of one plane, and the 1.2 pm is an average over the area.

If the resistivity stayed fixed, the sheet resistance $R_s=\rho/d$ would rise by 24 ppm. Scattering at the surfaces makes a thinner film slightly more resistive as well, which brings the rise to 30 ppm, as derived below. Take 0.1 \%, or 1000 ppm, as a rough repeatability of the measurement. The signal is then about 33 times too small to be resolved.

\subsection{What the oxide gains}

Let $y$ run through the oxide from the metal at $y=0$ to the silicon at $y=d_{\rm ox}$. The ions have charge density $q(y)$, with total $\int_0^{d_{\rm ox}}q\,dy=eN$ and $e>0$. In Gaussian units the potential obeys $\phi''=-4\pi q/\kappa$, where $\kappa$ is the relative permittivity. At flat band the silicon carries no field, so $\phi'(d_{\rm ox})=0$; choose also $\phi(d_{\rm ox})=0$. One integration from $y$ to $d_{\rm ox}$ gives
\begin{equation}
\phi'(y)=\frac{4\pi}{\kappa}\int_y^{d_{\rm ox}}q(y')\,dy' .
\end{equation}
The potential of the metal is minus the integral of $\phi'$ across the oxide. Exchanging the order of integration, each charge at $y'$ is counted over the interval $0<y<y'$, and
\begin{equation}
\Delta V_{\rm FB}=\phi(0)=-\frac{4\pi}{\kappa}\int_0^{d_{\rm ox}}y'q(y')\,dy'
=-\frac{4\pi eN}{\kappa}\,\bar y ,
\label{eq:vfb}
\end{equation}
where $\bar y$ is the mean distance of the ions from the metal. The sign is negative because the metal must be made negative to hold the field lines of the positive ions away from the silicon.

The ionic charge is $eN=1.60\ \mu\mathrm{C/cm^2}$. With $\kappa=3.9$ the factor $4\pi eN/\kappa$, which is also the field strength at the metal, is 4.64 MV/cm. Evenly spread ions have $\bar y=50$ nm, and
\begin{equation}
\Delta V_{\rm FB}=-(4.64\times10^{6}\ \mathrm{V/cm})(5\times10^{-6}\ \mathrm{cm})=-23\ \mathrm V .
\end{equation}
If the ion density instead falls off exponentially from the metal with a decay length of 10 nm, then $\bar y$ is 10 nm and the shift is $-4.6$ V. If the ions are evenly spread but only 1 \% of the atoms are ionised, it is $-0.23$ V. All three are far above a resolution of 10 mV.

The contrast has a simple origin. The film reading compares the lost atoms with the $4\times10^{17}$ that remain and also conduct. The capacitor reading compares their charge with that of an oxide taken to be otherwise neutral. For even spreading and full ionisation, 10 mV corresponds to $10^{13}\times0.010/23.2=4.3\times10^{9}$ ions per square centimetre.

The field at the metal is about half of a rough breakdown field of 10 MV/cm, so the example does not require an oxide that has already failed. Electrons tunnelling from the metal could in principle neutralise the ions. To estimate this for a cold metal, leave out the image force and let the largest field act throughout the oxide, with force $f=4\pi e^2N/\kappa$ on an electron. For a barrier height $\Phi$ and oxide mass $m_*$, the semiclassical exponent is
\begin{equation}
B(\Phi)=\frac{2}{\hbar}\int_0^{\Phi/f}\!\sqrt{2m_*(\Phi-fy)}\,dy
=\frac{4\sqrt{2m_*}\,\Phi^{3/2}}{3\hbar f}.
\end{equation}
Let $m_*$ apply only to the motion along the normal, so that the energy of motion along the surface is unchanged in the oxide. Electrons whose energy of motion along the normal lies $w$ below the Fermi level then see the barrier $\Phi+w$. They arrive at the rate $m\,w\,dw/(2\pi^2\hbar^3)$ per unit area: the normal motion gives $v\,dk=dw/\hbar$, the transverse states fill a disk of area $2\pi mw/\hbar^2$, and the density of states with spin is $2/(2\pi)^3$. Expanding $B$ to first order in $w$ and integrating gives the flux
\begin{equation}
J\simeq\frac{m\,e^{-B}}{2\pi^2\hbar^3B'^2}
=\frac{m}{m_*}\frac{f^2}{16\pi^2\hbar\Phi}\,e^{-B},
\qquad B'=\frac{2\sqrt{2m_*\Phi}}{\hbar f}.
\end{equation}
For the rough values $\Phi=3.5$ eV and $m_*=0.5\,m$, the exponent is 68 and $N/J$ is of order $10^{16}$ s. The image force lowers the barrier and shortens this time, but at room temperature it remains far longer than a measurement, so tunnelling of this kind does not neutralise the ions while they are being read. The estimate does not extend to the anneal, where thermally excited electrons meet a much lower barrier and the time is shorter by many orders of magnitude. Conduction through defects, and direct tunnelling into ions within a few nanometres of the metal, are not included either.

\section{The correct general statement}

The example is one case of a result that holds for any loss. Consider a film with one free electron per atom, a spherical Fermi surface, and surfaces that scatter diffusely, so that an electron leaving a surface has no memory of its drift. Hold the temperature, the bulk mean free path and the density fixed. If a fraction $x$ of the atoms leaves and the film thins evenly, then for $0<x<1$
\begin{equation}
\frac{1}{1-x}<\frac{R_s(\text{after})}{R_s(\text{before})}<\frac{1}{(1-x)^2}.
\label{eq:theorem}
\end{equation}

Suppose that relative rises up to $\eta$ cannot be resolved. The left inequality says that an unresolved rise implies $x<\eta/(1+\eta)$, hence $N<\eta nd$. The right inequality says that every loss with $x\le1-(1+\eta)^{-1/2}$, close to $\eta/2$ for small $\eta$, goes unresolved. Under the conditions stated above, an unchanged reading thus sets an upper bound on the loss, and there is always a range of non-zero losses that it cannot exclude. For 50 nm and $\eta=0.1\ \%$ the bound is $4.2\times10^{14}$ atoms per square centimetre, 42 times the loss in the example.

\subsection{Proof: conductivity of the film}

Let the film fill $0<z<d$, with an electric field $\mathcal E$ along the film in the direction $X$. Write the electron distribution as $f_0+g$, with $g$ linear in $\mathcal E$, and let collisions remove $g$ in a time $\tau$. The force on an electron is $-e\mathcal E$, so the steady Boltzmann equation is
\begin{equation}
v_z\frac{\partial g}{\partial z}+\frac g\tau
=\frac{e\mathcal E}{m}\frac{\partial f_0}{\partial v_X}.
\end{equation}
Electrons with $v_z>0$ come from the surface $z=0$, where diffuse scattering sets $g=0$. The solution is
\begin{equation}
g=\frac{e\mathcal E\tau}{m}\frac{\partial f_0}{\partial v_X}
\left(1-e^{-z/(\tau v_z)}\right).
\end{equation}
The bracket is the reduction relative to the bulk. Electrons with $v_z<0$ give the same average by mirror symmetry.

At the Fermi surface put $v_z=v_Fu$ and $\ell=v_F\tau$. The current carries the weight $v_X^2$, which is proportional to $1-u^2$ after averaging over the azimuth. Since $\int_0^1(1-u^2)du=2/3$, the normalised weight is $\tfrac32(1-u^2)$. With $k=d/\ell$, the ratio of film to bulk conductivity is
\begin{align}
F(k)&=\frac32\int_0^1\!du\,(1-u^2)\,\frac1d\int_0^d\!dz
\left(1-e^{-z/(\ell u)}\right)\nonumber\\
&=\frac32\int_0^1\!du\,(1-u^2)\,h(k/u),\qquad
h(s)=1-\frac{1-e^{-s}}{s}.
\label{eq:F}
\end{align}

\subsection{Proof: the two bounds}

The sheet resistance is $R_s=1/(\sigma_0\,d\,F)$, where $\sigma_0$ is the bulk conductivity. Define the sensitivity
\begin{equation}
S=-\frac{d\ln R_s}{d\ln d}=1+\frac{kF'(k)}{F(k)} .
\label{eq:S}
\end{equation}
The function $h$ can be written as
\begin{equation}
h(s)=\int_0^1(1-e^{-sp})\,dp,\quad
h'=\int_0^1p\,e^{-sp}dp>0,\quad
h''=-\int_0^1p^2e^{-sp}dp<0 .
\end{equation}
Since $F$ is an average of $h(k/u)$ with positive weight, it too has $F'>0$ and $F''<0$ for $k>0$, and $F(0)=0$. A decreasing slope means
\begin{equation}
F(k)=\int_0^kF'(q)\,dq>kF'(k)>0 .
\end{equation}
Hence $0<kF'/F<1$ and $1<S<2$ at every thickness. Integrating $d\ln R_s=-S\,d\ln d$ from $d$ to $(1-x)d$ places $\ln(R_s'/R_s)$ between $-\ln(1-x)$ and $-2\ln(1-x)$. Exponentiation gives \eqref{eq:theorem}.

The bounds are approached in opposite limits. For a thick film the exponential in $h$ can be dropped, so $F\simeq1-3/(8k)$ and $S\simeq1+3/(8k)$, which tends to 1. For a very thin film,
\begin{equation}
F'(k)=\frac32\int_0^1\frac{1-u^2}{u}\,h'(k/u)\,du\simeq\frac34\ln\frac1k ,
\end{equation}
because $h'\simeq\frac12$ for $u\gg k$, while $h'\simeq u^2/k^2$ cuts the integral off for $u\ll k$. Then $F\simeq\frac34k\ln(1/k)$ and $S$ tends to 2, though only logarithmically. For mirror-like surfaces $g$ does not depend on $z$, so $F=1$ and $S=1$; the rise is then 24 ppm, provided the surfaces stay mirror-like. Missing atoms can roughen such a surface. If a small fraction $\delta$ of the reflections at one face becomes diffuse, $R_s$ rises by $3\delta/(16k)$, which is about 800 ppm at 50 nm for $\delta=0.57\ \%$. A surface that is already fully diffuse has no such term.

\subsection{The value for 50 nm}

To evaluate $S$, do the integrals in \eqref{eq:F}. With $h(k/u)=1-(u/k)(1-e^{-k/u})$ and the substitution $t=1/u$,
\begin{equation}
F=1-\frac{3}{8k}+\frac{3}{2k}\,[E_3(k)-E_5(k)],\qquad
E_j(k)=\int_1^\infty\frac{e^{-kt}}{t^{\,j}}\,dt .
\end{equation}
Since $E_j'=-E_{j-1}$, the derivative of $kF$ is $1-\frac32[E_2-E_4]$, and
\begin{equation}
S=\frac{(kF)'}{F}=\frac{1-\frac32[E_2(k)-E_4(k)]}{F(k)} .
\end{equation}
The mean free path follows from the bulk conductivity. With $\sigma_0=ne^2\tau/m$, $v_F=\hbar k_F/m$ and $n=k_F^3/(3\pi^2)$,
\begin{equation}
\sigma_0=\frac{ne^2\ell}{\hbar k_F}=\frac{e^2k_F^2\ell}{3\pi^2\hbar}.
\label{eq:mfp}
\end{equation}
The mass cancels. The density gives $k_F=1.36\times10^8\ \mathrm{cm^{-1}}$, and a rough bulk resistivity $\rho_0=1.7\ \mu\Omega\,$cm then gives $\ell=39$ nm. So $k=1.29$, $F=0.738$ and $S=1.28$. The film resistivity is $1.7/0.738=2.30\ \mu\Omega\,$cm, and division by $5\times10^{-6}$ cm gives $R_s=0.46$ ohm per square. To first order in $x$ the rise is
\begin{equation}
\frac{\Delta R_s}{R_s}=Sx=1.28\times23.6\ \mathrm{ppm}=30\ \mathrm{ppm},
\end{equation}
or 14 microohm per square. The smallest resolvable loss is $\eta nd/S=3.3\times10^{14}$ atoms per square centimetre. This is about $8\times10^4$ times the ion density that the capacitor resolves under the conditions stated above.

\section{Effects that hide or imitate the loss}

\paragraph{Temperature.} At fixed $n$ and $d$, equation \eqref{eq:mfp} makes $k=d/\ell$ proportional to $\rho_0$. From $R_s=\rho_0/(dF)$,
\begin{equation}
\frac{d\ln R_s}{d\ln\rho_0}=1-\frac{kF'}{F}=2-S=0.72 .
\end{equation}
A bulk temperature coefficient of 0.39 \% per kelvin becomes 0.28 \% per kelvin in this model film, which has no grain boundaries. Cooling by 11 mK between the two readings cancels the rise of 30 ppm.

\paragraph{Vacancies.} The remaining atoms were assumed to close up. Suppose instead that each lost atom leaves a separate vacancy inside the film. The vacancy content is 0.00236 atomic per cent. At a rough $1\ \mu\Omega\,$cm per atomic per cent, it adds $0.00236\ \mu\Omega\,$cm to $\rho_0$, and $R_s$ rises by $0.72\times0.00236/1.7$, about 1000 ppm. This is roughly thirty times the thinning signal and comparable to the assumed resolution, so the closing-up matters.

Vacancies can disappear at the surfaces. If a vacancy jumps to each of its 12 neighbours, at squared distance $a^2/2$, with rate $\Gamma$, its diffusion coefficient is $D=\frac16\cdot12\,\Gamma\cdot\frac{a^2}{2}=a^2\Gamma$. With both surfaces acting as sinks, the slowest mode is $\sin(\pi z/d)$, which decays in the time $d^2/(\pi^2D)$. Take $\Gamma=\nu e^{-E_m/k_BT}$ with rough values $\nu=10^{13}\ \mathrm{s^{-1}}$ and $E_m=0.7$ eV. The time is $3\times10^{-5}$ s at 673 K and some 200 s at 293 K. Within this estimate, vacancies made during a $400\,^\circ$C anneal are gone before the film is measured.

\paragraph{Grain growth.} An anneal can enlarge the grains, which lowers $R_s$. In the Mayadas--Shatzkes model, boundaries of spacing $D_g$ and reflection probability $r$ multiply the scattering rate by $1+\alpha/c$. Here $c$ is the magnitude of the cosine between velocity and current, and $\alpha=(\ell/D_g)\,r/(1-r)$. The conductivity is reduced by the factor
\begin{equation}
3\int_0^1\frac{c^3\,dc}{c+\alpha}
=3\left[\frac13-\frac\alpha2+\alpha^2-\alpha^3\ln\!\left(1+\frac1\alpha\right)\right],
\end{equation}
where $c^3/(c+\alpha)=c^2-\alpha c+\alpha^2-\alpha^3/(c+\alpha)$ was used. For $D_g=50$ nm and $r=0.3$, with surface scattering left out of this estimate, growth of the grains by 1 \% lowers the resistance by about 3100 ppm. With diffuse surfaces acting as well, the drop is about 2400 ppm and the thinning signal about 28 ppm. Growth by little more than 0.01 \% hides the lost copper.

\paragraph{Holes.} The loss may be gathered in round holes through the film, far apart and covering an area fraction $x$. Let the holes be much wider than the mean free path, so that the current around them obeys Ohm's law locally. A hole of radius $b$ adds to the potential $-\mathcal Er\cos\theta$ the term $-\mathcal E(b^2/r)\cos\theta$, which makes the radial current vanish at $r=b$. A large disk of radius $R$ containing such holes has the summed term $-\mathcal E(xR^2/r)\cos\theta$. A uniform disk of conductivity $\sigma_e$ in a sheet of conductivity $\sigma$ gives the same form with $(\sigma-\sigma_e)/(\sigma+\sigma_e)$ in place of $x$. Therefore
\begin{equation}
\frac{\sigma_e}{\sigma}=\frac{1-x}{1+x},
\end{equation}
and $R_s$ rises by about $2x$, or 47 ppm. This too is far below the resolution. Long slits across the current are not covered by the formula.

\section{The real case and the limits of each test}

The thickness, the anneal and the oxide belong to the regime of copper barrier tests; the material parameters are rough typical values. A conducting barrier of 3 nm and $200\ \mu\Omega\,$cm, of the tantalum nitride kind, carries only 0.07 \% of the current, so it scarcely dilutes the signal. One assumption that an anneal can break is the fixed grain structure: in the estimate above, a change of 1 \% in grain size moves $R_s$ by some 85 to 100 times the sought signal. The calculated $2.30\ \mu\Omega\,$cm also leaves out grain boundaries, which would raise it. On the oxide side, the shift of 23 V is not a forecast for a real stack; it follows from placing all the lost copper in the oxide as ions, at a mean density of $10^{18}\ \mathrm{cm^{-3}}$.

A clear rise in sheet resistance may therefore point to gross loss or reaction, once temperature and structure are accounted for, but the absence of a rise does not certify the barrier. The capacitor reading has blind spots of its own. By \eqref{eq:vfb} it does not respond to neutral copper, and its response falls in proportion to $\bar y$ as the ions approach the metal, though $10^{13}$ ions per square centimetre at $\bar y=0.5$ nm still give $-0.23$ V. It also cannot name the ion, since any other positive charge at the same place gives the same shift. Negative charge in the oxide can also offset the shift. If there is none, an unchanged flat-band voltage is a much tighter bound on ions inside the oxide, but not a proof that no copper has crossed the barrier.
